# Why self-compensated charged ferroelectric walls cost so much energy

**Why does a charged wall, screened by electrons and holes that the crystal generates itself, cost so much more than a neutral wall, and can its energy be estimated as sheet charge times band gap?**

The answer starts with counting the charge, because the count decides which object the estimate applies to.

## Bound charge and where the carriers go

Take an insulating ferroelectric without dopants, defects or outside charge, at zero temperature. Its polarization points along $\pm x$ with spontaneous magnitude $P_0$. Flat walls normal to $x$ separate domains of equal width $L$, so head-to-head and tail-to-tail walls alternate.

The bound charge density is $-dP/dx$. Across a head-to-head wall the polarization goes from $+P_0$ on the left to $-P_0$ on the right, which gives the sheet charge

$$\sigma=P_{\rm left}-P_{\rm right}=2P_0 .$$

A tail-to-tail wall carries $-2P_0$. With $q>0$ the elementary charge, neutralizing the first wall takes $\sigma/q$ electrons per unit area, and neutralizing the second takes $\sigma/q$ holes. One excitation across the gap $E_g$ supplies one electron and one hole, so the same $\sigma/q$ excitations serve both walls:

$$W_{\rm gap}=\frac{\sigma E_g}{q}=\frac{2P_0E_g}{q}\quad\text{per pair of walls.}$$

Sheet charge times gap is therefore the price of a pair, and the average per wall is $P_0E_g/q$. How the price divides between the two walls depends on the electron chemical potential $\mu$. With band edges $E_c$ and $E_v$, an electron placed at the head-to-head wall costs $E_c-\mu$ and a hole placed at the other wall costs $\mu-E_v$. The sum is $E_g$ whatever $\mu$ is. If donors hold $\mu$ close to $E_c$, the head-to-head wall gets its electrons cheaply, and the gap estimate no longer describes that wall taken alone.

## Why the crystal does not simply do without carriers

Describe the lattice by the Landau energy density

$$f(P)=-\frac a2P^2+\frac b4P^4,\qquad b=\frac{a}{P_0^2}.$$

Then $f'(P_0)=0$ and $f''(P_0)=-a+3bP_0^2=2a$. The lattice permittivity is $\varepsilon_f=1/f''(P_0)=1/(2a)$. The remaining, linear response is a background permittivity $\varepsilon_b$, so that $D=\varepsilon_bE+P$.

Without free charge $D$ is uniform. For equal domains and no applied voltage it vanishes, which leaves the depolarizing field $E=-P/\varepsilon_b$. One pair of walls belongs to a length $2L$ of crystal. If the polarization stayed rigid, the field energy per pair would be

$$2L\,\frac{\varepsilon_b}{2}\left(\frac{P_0}{\varepsilon_b}\right)^2=\frac{LP_0^2}{\varepsilon_b}.$$

The polarization need not stay rigid. Suppose that it can change its magnitude but cannot turn away from the $x$ axis. The energy density $f(P)+P^2/(2\varepsilon_b)$ has the quadratic coefficient $(1/\varepsilon_b-a)/2$. When $a\varepsilon_b<1$ this is positive and the minimum lies at $P=0$: the domains lose their polarization. Since $f(0)-f(P_0)=aP_0^2/4$, the cost is then $2L\,aP_0^2/4$. This is a minimum only while $D$ is kept at zero. At zero applied voltage $D$ can follow a uniform polarization, $D=P$, along which the energy is $f(P)$ and $P=0$ is a maximum, so the depolarized state is a saddle that relaxes to the single domain.

Both costs grow with $L$, whereas the gap price does not. For sufficiently wide domains, generating carriers therefore costs less than either of these carrier-free states. It still lies above the single-domain state.

## How many carriers are generated

Treat the walls first as thin sheets with $n$ electrons or holes per unit area. At the head-to-head wall Gauss's law reads

$$D_{\rm right}-D_{\rm left}=-qn .$$

By symmetry $D_{\rm right}=-D_{\rm left}$. In the domain on the left, where $P>0$, this gives $D=qn/2$ and $E=(D-P)/\varepsilon_b$. The energy per pair, measured from the single-domain state, is

$$W=2L\left[f(P)-f(P_0)+\frac{(D-P)^2}{2\varepsilon_b}\right]+\frac{2D}{q}E_g ,$$

where the last term is $nE_g$ with $n=2D/q$. Setting the derivative with respect to $D$ to zero gives

$$2L\,\frac{D-P}{\varepsilon_b}+\frac{2E_g}{q}=0
\quad\Longrightarrow\quad E=-\frac{E_g}{qL}.$$

The voltage between neighbouring walls equals $E_g/q$. Moving an electron from the tail-to-tail wall to the head-to-head wall gains $q|E|L$ and costs $E_g$, so generation continues until the two balance. This is an equilibrium statement and says nothing about how fast the carriers appear.

Setting the derivative with respect to $P$ to zero gives $f'(P)=(D-P)/\varepsilon_b=E$. For large $L$ the field is weak. Write $P=P_0+\delta$ and expand:

$$2a\,\delta\approx E\;\Rightarrow\;\delta\approx\varepsilon_fE,\qquad
f(P)-f(P_0)\approx a\,\delta^2=\tfrac12\varepsilon_fE^2 .$$

With $\varepsilon=\varepsilon_f+\varepsilon_b$, the displacement is $D=P+\varepsilon_bE\approx P_0+\varepsilon E$. Inserting these results,

$$W\approx 2L\,\frac{\varepsilon E^2}{2}+\frac{2P_0E_g}{q}+\frac{2\varepsilon E\,E_g}{q}.$$

With $E=-E_g/(qL)$ the first term is $+\varepsilon E_g^2/(q^2L)$ and the third is $-2\varepsilon E_g^2/(q^2L)$. Hence

$$W\approx\frac{2P_0E_g}{q}-\frac{\varepsilon E_g^2}{q^2L}.$$

The correction is negative because fewer carriers are needed. The residual field reduces the polarization, so there is less bound charge to screen, and it also leaves a little of that charge unscreened. The two savings are in the ratio $\varepsilon_f:\varepsilon_b$, so the reduced polarization dominates when the lattice permittivity is the larger one. Half of that saving is paid back as polarization and field energy.

There is a lower limit on $L$. On the polar branch $f'(P)$ cannot fall below its minimum. From $f''=-a+3bP^2=0$ this lies at $P=P_0/\sqrt3$, where

$$f'=-\frac{aP_0}{\sqrt3}+\frac{aP_0}{3\sqrt3}=-\frac{2aP_0}{3\sqrt3}.$$

The residual field must be weaker than this, so in the thin-wall model

$$L>L_{\min}=\frac{3\sqrt3\,E_g}{2qaP_0}.$$

Below $L_{\min}$ the voltage needed to generate carriers would destroy the polarization first.

## The energy of the carriers inside the wall

Electrons squeezed into a sheet have kinetic energy, so the wall spreads out. Assume a parabolic, spin-degenerate band of mass $m$, and near-neutrality, so that the volume density $n_3$ obeys $qn_3=|P'|$. Treated as locally uniform, a Fermi gas has energy density $\tfrac35n_3\,\hbar^2(3\pi^2n_3)^{2/3}/(2m)$. In terms of $P'$ this is

$$t=K|P'|^{5/3},\qquad K=\frac35\,\frac{\hbar^2}{2m}\,\frac{(3\pi^2)^{2/3}}{q^{5/3}} .$$

The Landau energy above the bulk is $h=f(P)-f(P_0)=\tfrac b4(P_0^2-P^2)^2$. For now the gradient energy is left out. The number of carriers is fixed by the end values $\pm P_0$, so the gap energy does not affect the profile.

The integrand $h+t$ does not depend explicitly on $x$. Therefore $P'\,\partial t/\partial P'-(h+t)=\tfrac53t-t-h$ is constant, and it vanishes far from the wall. This gives

$$t=\tfrac32h,\qquad |P'|=\left(\frac{3h}{2K}\right)^{3/5}.$$

The wall energy without the gap term follows by changing the variable from $x$ to $P$:

$$w=\int\frac52h\,dx=\frac52\int_{-P_0}^{P_0}\frac{h\,dP}{|P'|}
=\frac52\left(\frac{2K}{3}\right)^{3/5}\int_{-P_0}^{P_0}h^{2/5}dP .$$

Substituting $P=P_0s$ and then $v=s^2$ turns the last integral into a beta function:

$$w=\frac52\left(\frac{2K}{3}\right)^{3/5}\left(\frac b4\right)^{2/5}P_0^{13/5}\,B\!\left(\tfrac12,\tfrac95\right).$$

For equal electron and hole masses both walls have this energy, and for widely spaced walls

$$W\approx\frac{2P_0E_g}{q}+2w-\frac{\varepsilon E_g^2}{q^2L}.$$

## What a neutral wall pays

If $P$ lies parallel to the wall plane, its reversal produces no bound charge. The wall pays Landau energy and gradient energy $\tfrac\kappa2P'^2$. The same first-integral argument gives $\tfrac\kappa2P'^2=h$, so the total density is $2h$ and $|P'|=\sqrt{2h/\kappa}$. Then

$$w_0=\int_{-P_0}^{P_0}\sqrt{2\kappa h}\,dP
=\sqrt{\frac{\kappa b}{2}}\;\frac{4P_0^3}{3}
=\frac43P_0^2\sqrt{\frac{\kappa a}{2}} .$$

No electronic energy enters. The charged wall, in contrast, needs one carrier for each elementary charge of its bound sheet, and these carriers are bought at the price of the gap.

## The number

Take round model parameters: $P_0=0.25$ C/m², $E_g=3$ eV, relative permittivities 100 (lattice) and 5 (background), $\kappa=10^{-10}$ J m³/C², both carrier masses equal to the free-electron mass, and $L=200$ nm. SI-based units suit this problem better than atomic ones.

The sheet charge is $2\times0.25=0.5$ C/m², or $3.1\times10^{18}$ carriers per m². Since $E_g/q=3$ V,

$$W_{\rm gap}=0.5\times3=1.5\ \text{J/m}^2$$

per pair, which is $9.6\times10^{-4}$ hartree/bohr². The average per wall is 0.75 J/m². The neutral wall costs 0.014 J/m², so the gap price alone is about 54 times larger.

The carrier-filled wall adds $w=0.087$ J/m² for each wall, and the finite spacing returns 0.042 J/m² per pair:

$$W\approx1.5+2(0.087)-0.042\approx1.63\ \text{J/m}^2 .$$

This sum joins separate approximations. As a test, the Landau, gradient, field, kinetic and gap energies were minimized together for walls of finite width. The minimum is 1.628 J/m², against 1.633 J/m² from the formula, a difference of 0.3% of the total. Both values treat the carriers as a locally uniform Fermi gas, so their agreement does not test that approximation. At the computed central density the Fermi wavelength is about 2.5 nm, close to the 3 nm width that holds half the carriers; even so, about a dozen subbands are occupied, and filling quantized subbands instead changes $w$ by only about 0.1%. The larger omission is exchange between the carriers: to first order in the local-density form it is about $-0.07$ J/m² per wall if screened by the background permittivity and about $-0.003$ J/m² if screened by the full one. So $w$ is only an estimate. Half of the minimum energy, 0.81 J/m² per wall, is 58 times the neutral-wall energy.

Setting the gap to zero in the same minimization leaves 0.177 J/m² per pair. A charged wall would then still cost about six times as much as a neutral one, but the other 1.45 J/m² disappears with the gap. That is the direct evidence that the gap causes most of the cost.

At the full minimum the gap term is 1.40 J/m², or 86% of the total. It is below 1.5 J/m² because the number of carriers is only $D/P_0=0.933$ of that needed at full spontaneous polarization, and $0.933\times1.5=1.40$. Most of this reduction comes from the smaller polarization in the domains; the bound charge that remains is almost completely screened. In the zero-gap calculation the ratio of kinetic to Landau energy is 1.46 rather than 1.5. That calculation includes gradient and field terms which the first integral omits; their separate effects on the ratio were not resolved.

The two carrier-free alternatives considered above, with the polarization confined to the $x$ axis, are dearer at this spacing. Losing the polarization would cost 3.5 J/m² per pair, and keeping it rigid and unscreened 282 J/m². The collapse cost is proportional to $L$, so it equals the bare gap price near $200\times1.5/3.53\approx85$ nm. This is a rough crossover, since it ignores $w$ and the spacing correction. It also compares two states that both lie above the single domain, and at zero voltage the collapsed one is not stable against relaxing into it. The thin-wall limit of existence is lower, $L_{\min}\approx55$ nm. The kinetic energy of the carriers and the width of the walls raise this limit, so 55 nm is an optimistic value. For spacings somewhat below the crossover, the charged arrangement can still persist although collapse would be cheaper, provided the walls are held in place. Walls that are free to move attract each other if carriers can cross every domain and stay in equilibrium: for unequal spacings with $L_1+L_2=2L$, the thin-wall correction becomes $-\frac{\varepsilon E_g^2}{2q^2}\left(\frac1{L_1}+\frac1{L_2}\right)$, which is lower than for equal spacings.

## Other walls, and where the estimate fails

For a general wall, $\sigma$ is the jump in the normal component of $\mathbf P$. At a head-to-head 90° ferroelastic wall both polarizations make 45° with the normal, so $\sigma=2P_0/\sqrt2=\sqrt2P_0$. With the same parameters the gap price is $1.5/\sqrt2\approx1.06$ J/m² per oppositely charged pair. The elastic energy and the carrier-filled profile would need their own calculation.

The estimate presumes that the carriers come from across the gap. Dopants, charged defects or electrodes can supply them at another price. It also presumes that the polarization stays normal to the walls; if whole domains can turn parallel to the walls, the bound charge disappears and no carriers are needed. Turning only near a wall does not remove the gap price, because the total bound charge is fixed by the polarization on its two sides; it can, however, lower the Landau energy inside the wall and hence $w$. Finally, the residual field in the domains, roughly the thin-wall value $E_g/(qL)=1.5\times10^7$ V/m, opposes the polarization, and in a real crystal wall motion, switching or breakdown may set in at a weaker field. The estimate also takes the gap as fixed, although the computed density at the wall centre is $5\times10^{26}$ m⁻³. Changes of the gap at such a density, and electron–hole binding, are outside this model. The remaining computed values are in the numerical output below.

## Table of computed values

```
Spontaneous polarization P0: 0.25 C/m^2
Band gap: 3 eV
Relative lattice permittivity: 100
Relative background permittivity: 5
Gradient coefficient kappa: 1e-10 J m^3/C^2
Carrier mass: 1 electron masses
Wall spacing L: 200 nm
Landau coefficient a: 5.647e+08 J m/C^2
Sheet charge 2 P0: 0.5 C/m^2
Carriers for full screening: 3.121e+18 1/m^2
Gap price, wall pair: 1.5 J/m^2
Gap price, average per wall: 0.75 J/m^2
Gap price, wall pair, atomic units: 0.0009635 hartree/bohr^2
Carrier-filled wall energy, formula, one wall: 0.08737 J/m^2
Finite-spacing relief, formula, pair: 0.04184 J/m^2
Total, formula, pair: 1.633 J/m^2
Total, finite-width minimum, pair: 1.628 J/m^2
Same minimum with gap set to zero, pair: 0.1768 J/m^2
Kinetic/Landau energy ratio at zero gap: 1.456
  part of full minimum, Landau: 0.1223 J/m^2
  part of full minimum, background field: 0.002935 J/m^2
  part of full minimum, gradient: 0.002726 J/m^2
  part of full minimum, carrier kinetic: 0.09965 J/m^2
  part of full minimum, gap: 1.4 J/m^2
Gap share of full minimum: 86.0 %
Screened fraction D/P0 at mid-domain: 0.9334
Width holding half the carriers: 3 nm
Carrier density at wall centre: 5.37e+26 1/m^3
Neutral wall energy: 0.014 J/m^2
Charged/neutral energy ratio, per wall: 58.1
Cost if polarization collapses, pair: 3.529 J/m^2
Cost if rigid and unscreened, pair: 282.4 J/m^2
Smallest spacing, thin-wall model: 55.2 nm
Spacing in thin-wall voltage test: 2000 nm
Voltage between walls in that test: 3 V
```
